# Mean-field Hubbard iteration for nanographenes: seeds, mixing, metastability and exact benchmarks: test program

```python
"""Collinear mean-field Hubbard iteration for nanographenes, tested against exact diagonalisation.

H = -t sum_<ij>,s c+_is c_js + U sum_i n_i,up n_i,dn, energies in units of t.
Result under test: with linear mixing alpha the iteration has the local convergence factor
1 - alpha*(1 - rho), rho = U*sqrt(max eigenvalue of Pi_up Pi_dn), where Pi_s is the static density
response of spin s; rho < 1 holds exactly at local minima of the mean-field energy.
n[0], n[1]: up and down site densities; ne = (N_up, N_dn); T: hopping matrix.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.sparse import csr_matrix

rng = np.random.default_rng(7)
T_EV = 2.7            # chosen hopping in eV, used only for final conversions


# ---------- lattices ----------
def molecule(centres):
    """Hopping matrix of fused hexagons with unit bond length."""
    angles = np.pi / 6 + np.pi / 3 * np.arange(6)
    corners = np.column_stack([np.cos(angles), np.sin(angles)])
    sites = []
    for centre in centres:
        for p in np.array(centre) + corners:
            if all(np.linalg.norm(p - q) > 0.1 for q in sites):
                sites.append(p)
    sites = np.array(sites)
    dist = np.linalg.norm(sites[:, None] - sites[None], axis=2)
    return -(abs(dist - 1) < 0.1).astype(float)


def sublattice(T):
    """+1 or -1 on each site, opposite at the two ends of every bond."""
    eta = np.zeros(len(T))
    eta[0] = 1
    for _ in range(len(T)):
        eta = np.where(eta == 0, np.sign(T @ eta), eta)
    return eta


# ---------- mean field ----------
def density_map(T, U, ne, n):
    out, eps, orb = [], [], []
    for s in (0, 1):
        e, c = np.linalg.eigh(T + np.diag(U * n[1 - s]))
        out.append((c[:, :ne[s]] ** 2).sum(axis=1))
        eps.append(e)
        orb.append(c)
    return np.array(out), eps, orb


def determinant_energy(T, U, occupied):
    kinetic = sum(np.sum(c * (T @ c)) for c in occupied)
    return kinetic + U * np.sum((occupied[0]**2).sum(1) * (occupied[1]**2).sum(1))


def scf(T, U, ne, seed, alpha=0.5, tol=1e-10, maxit=3000):
    n = np.array(seed, dtype=float)
    history = []
    for _ in range(maxit):
        out, eps, orb = density_map(T, U, ne, n)
        history.append(np.linalg.norm(out - n))
        if history[-1] < tol:
            break
        n = n + alpha * (out - n)
    energy = determinant_energy(T, U, [orb[s][:, :ne[s]] for s in (0, 1)])
    return SimpleNamespace(n=out, eps=eps, orb=orb, E=energy, hist=history,
                           ok=history[-1] < tol, m=out[0] - out[1])


def response(eps, orb, nocc):
    pairs = (orb[:, :nocc, None] * orb[:, None, nocc:]).reshape(len(orb), -1)
    cost = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    return 2 * (pairs / cost) @ pairs.T


def stability(sol, U, ne):
    pi = [response(sol.eps[s], sol.orb[s], ne[s]) for s in (0, 1)]
    return U * np.sqrt(np.linalg.eigvals(pi[0] @ pi[1]).real.max()), pi


def lowest(T, U, ne):
    """Lowest converged solution from staggered and random spin seeds."""
    eta, ns = sublattice(T), len(T)
    patterns = [0.2 * eta, -0.2 * eta] + [0.4 * (rng.random(ns) - 0.5) for _ in range(5)]
    runs = [scf(T, U, ne, [0.5 + p, 0.5 - p]) for p in patterns]
    return min((r for r in runs if r.ok), key=lambda r: r.E)


def orbital_gap(sol, ne):
    return (min(sol.eps[s][ne[s]] for s in (0, 1))
            - max(sol.eps[s][ne[s] - 1] for s in (0, 1)))


# ---------- exact diagonalisation ----------
def hopping_in_configurations(T, configs):
    index = {c: k for k, c in enumerate(configs)}
    neighbours = [np.flatnonzero(row).tolist() for row in T]
    rows, cols, vals = [], [], []
    for col, config in enumerate(configs):
        for p, j in enumerate(config):
            rest = config[:p] + config[p + 1:]
            for i in neighbours[j]:
                if i not in config:
                    q = sum(k < i for k in rest)
                    rows.append(index[rest[:q] + (i,) + rest[q:]])
                    cols.append(col)
                    vals.append(T[i, j] * (-1) ** (p + q))
    return csr_matrix((vals, (rows, cols)), shape=(len(configs),) * 2)


class Exact:
    def __init__(self, T, U, ne):
        ns = len(T)
        configs = [list(combinations(range(ns), k)) for k in ne]
        self.lists = [np.array(c) for c in configs]
        self.occ = []
        for table in self.lists:
            occ = np.zeros((len(table), ns))
            occ[np.arange(len(table))[:, None], table] = 1
            self.occ.append(occ)
        self.K = [hopping_in_configurations(T, c) for c in configs]
        self.D = U * (self.occ[0] @ self.occ[1].T)

    @staticmethod
    def apply(K, D, X):
        Y = D * X
        Y += K[0] @ X
        Y += (K[1] @ X.T).T
        return Y

    def determinant(self, orb, ne):
        amp = [np.linalg.det(orb[s][:, :ne[s]][self.lists[s]]) for s in (0, 1)]
        return np.outer(amp[0], amp[1])

    def ground(self, start=None, dtype=np.float64, tol=1e-6, maxit=200):
        """Lanczos ground state; energy and residual are re-evaluated in double precision."""
        K, D = [k.astype(dtype) for k in self.K], self.D.astype(dtype)
        v = rng.standard_normal(D.shape) if start is None else start
        v = (v / np.linalg.norm(v)).astype(dtype)
        basis, a, b, previous = [], [], [], None
        for _ in range(maxit):
            basis.append(v.astype(np.float32))
            w = self.apply(K, D, v)
            a.append(float(np.vdot(v, w)))
            w -= a[-1] * v
            if previous is not None:
                w -= b[-1] * previous
            norm = float(np.linalg.norm(w))
            y = np.linalg.eigh(np.diag(a) + np.diag(b, -1) + np.diag(b, 1))[1][:, 0]
            if norm * abs(y[-1]) < tol:
                break
            b.append(norm)
            previous, v = v, w / norm
        psi = np.zeros(D.shape)
        for weight, vector in zip(y, basis):
            psi += float(weight) * vector
        psi /= np.linalg.norm(psi)
        hpsi = self.apply(self.K, self.D, psi)
        energy = float(np.vdot(psi, hpsi))
        residual = np.linalg.norm(hpsi - energy * psi)
        assert residual < 5 * tol + 1e-5, residual
        return energy, psi

    def moments(self, psi):
        P = psi**2
        return P.sum(axis=1) @ self.occ[0] - P.sum(axis=0) @ self.occ[1]

    def rms_staggered(self, psi, eta):
        M = (self.occ[0] @ eta)[:, None] - (self.occ[1] @ eta)[None]
        return np.sqrt(np.sum(psi**2 * M**2)) / len(eta)


# ---------- test of the Lanczos code by Jordan-Wigner matrices in full Fock space ----------
star = np.zeros((4, 4))
star[0, 1:] = star[1:, 0] = -1
U0 = 2.0
lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = []
for k in range(8):
    op = np.eye(1)
    for q in range(8):
        op = np.kron(op, parity if q < k else lower if q == k else np.eye(2))
    ann.append(op)
num = [c.T @ c for c in ann]
H = sum(star[i, j] * ann[i + s].T @ ann[j + s]
        for s in (0, 4) for i in range(4) for j in range(4) if star[i, j])
H = H + U0 * sum(num[i] @ num[i + 4] for i in range(4))
n_up, n_dn = np.diag(sum(num[:4])), np.diag(sum(num[4:]))
fock = {}
for ne in [(2, 2), (3, 1), (3, 2), (2, 1)]:
    pick = np.flatnonzero((abs(n_up - ne[0]) < 0.1) & (abs(n_dn - ne[1]) < 0.1))
    fock[ne] = np.linalg.eigvalsh(H[np.ix_(pick, pick)])[0]
    assert abs(fock[ne] - Exact(star, U0, ne).ground()[0]) < 1e-8
assert abs(fock[2, 2] - fock[3, 1]) < 1e-9            # triplet ground state
assert abs(fock[3, 2] - fock[2, 1] - U0) < 1e-9       # particle-hole symmetry
print(f"4-site star, U=2t: exact E(2,2) = {fock[2, 2]:.6f} t, E(3,1) = {fock[3, 1]:.6f} t")

# ---------- rho = 1 is where the energy Hessian loses positivity (benzene) ----------
benzene = molecule([(0, 0)])
for U in (2.3, 2.5):
    sol = scf(benzene, U, (3, 3), np.full((2, 6), 0.5))
    rho, _ = stability(sol, U, (3, 3))

    def rotated(x):
        occupied = []
        for s in (0, 1):
            c = sol.orb[s]
            mixed = c[:, :3] + c[:, 3:] @ x[9 * s:9 * s + 9].reshape(3, 3)
            occupied.append(np.linalg.qr(mixed)[0])
        return determinant_energy(benzene, U, occupied)

    h, unit = 1e-3, np.eye(18)
    hess = np.zeros((18, 18))
    for i in range(18):
        for j in range(i + 1):
            p, q = h * unit[i], h * unit[j]
            hess[i, j] = hess[j, i] = (rotated(p + q) - rotated(p - q)
                                       - rotated(q - p) + rotated(-p - q)) / (4 * h * h)
    curvature = np.linalg.eigvalsh(hess)[0]
    assert (curvature > 1e-4 and rho < 1) or (curvature < -1e-4 and rho > 1)
    print(f"benzene restricted, U={U}t: rho = {rho:.4f}, lowest curvature = {curvature:.4f} t")

# ---------- naphthalene: instability, two-cycle, exact benchmark ----------
r3 = np.sqrt(3)
naph = molecule([(0, 0), (r3, 0)])
eta = sublattice(naph)
assert len(naph) == 10
assert np.all((eta[:, None] * eta)[naph != 0] == -1)  # every bond joins opposite sublattices
flat = np.full((2, 10), 0.5)
base = scf(naph, 0.0, (5, 5), flat)
Uc = 1 / np.linalg.eigvalsh(response(base.eps[0], base.orb[0], 5))[-1]
small = 0.02 * np.array([eta, -eta])
below = scf(naph, 0.95 * Uc, (5, 5), flat + small)
above = scf(naph, 1.05 * Uc, (5, 5), flat + small)
assert below.ok and above.ok and abs(below.m).max() < 1e-6 and abs(above.m).max() > 0.05
print(f"naphthalene: U_c = {Uc:.4f} t")
print(f"  largest moment at 0.95 U_c: {abs(below.m).max():.1e}, at 1.05 U_c: {abs(above.m).max():.4f}")

for U in (1.2, 3.0):
    mf, mf_plus = lowest(naph, U, (5, 5)), lowest(naph, U, (6, 5))
    ed = Exact(naph, U, (5, 5))
    e0, psi = ed.ground()
    e_plus = Exact(naph, U, (6, 5)).ground()[0]
    e_minus = Exact(naph, U, (5, 4)).ground()[0]
    assert abs(e_plus - e_minus - U) < 1e-7
    assert e0 < mf.E and e_plus < mf_plus.E
    assert abs(ed.moments(psi)).max() < 1e-4
    det = ed.determinant(mf.orb, (5, 5))
    assert abs(np.vdot(det, det) - 1) < 1e-9
    assert abs(np.vdot(det, ed.apply(ed.K, ed.D, det)) - mf.E) < 1e-8
    print(f"naphthalene, U={U}t: E mean field = {mf.E:.5f} t, exact = {e0:.5f} t")
    print(f"  largest |m_i|: mean field {abs(mf.m).max():.4f}, exact {abs(ed.moments(psi)).max():.4f}")
    print(f"  rms staggered moment per site: mean field {ed.rms_staggered(det, eta):.4f}, "
          f"exact {ed.rms_staggered(psi, eta):.4f}")
    print(f"  gap: orbital {orbital_gap(mf, (5, 5)):.4f} t, mean-field energy difference "
          f"{2 * mf_plus.E - U - 2 * mf.E:.4f} t, exact {e_plus + e_minus - 2 * e0:.4f} t")

restricted = scf(naph, U, (5, 5), flat)               # here U = 3 t, magnetic solution in mf
rho_r, rho_m = stability(restricted, U, (5, 5))[0], stability(mf, U, (5, 5))[0]
assert restricted.ok and abs(restricted.m).max() < 1e-9
assert rho_r > 1 > rho_m and restricted.E > mf.E
print(f"  U=3t, zero spin seed: E = {restricted.E:.5f} t, rho = {rho_r:.4f}; magnetic: rho = {rho_m:.4f}")
charge_seed = 0.5 + 0.3 * np.array([eta, eta]) + 0.01 * rng.standard_normal((2, 10))
bare = scf(naph, U, (5, 5), charge_seed, alpha=1.0, maxit=500)
once = density_map(naph, U, (5, 5), bare.n)[0]
twice = density_map(naph, U, (5, 5), once)[0]
damped = scf(naph, U, (5, 5), charge_seed, alpha=0.5)
assert not bare.ok and np.linalg.norm(once - bare.n) > 0.1
assert np.linalg.norm(twice - bare.n) < 1e-8
assert damped.ok and abs(damped.E - mf.E) < 1e-8
print(f"  charge seed, alpha=1: change after 1 step {np.linalg.norm(once - bare.n):.4f}, "
      f"after 2 steps {np.linalg.norm(twice - bare.n):.1e}")
print(f"  charge seed, alpha=0.5: converged in {len(damped.hist)} steps, E = {damped.E:.5f} t")

# ---------- phenalenyl: convergence factor and exact benchmark ----------
U = 1.2
phen = molecule([(0, 0), (r3, 0), (r3 / 2, 1.5)])
assert len(phen) == 13
mf, mf_anion = lowest(phen, U, (7, 6)), lowest(phen, U, (7, 7))
rho, pi = stability(mf, U, (7, 6))
jac = np.zeros((26, 26))
for k in range(26):
    d = np.zeros(26)
    d[k] = 1e-5
    d = d.reshape(2, 13)
    jac[:, k] = (density_map(phen, U, (7, 6), mf.n + d)[0]
                 - density_map(phen, U, (7, 6), mf.n - d)[0]).ravel() / 2e-5
zero = np.zeros((13, 13))
assert np.allclose(jac, -U * np.block([[zero, pi[0]], [pi[1], zero]]), atol=1e-6)
mu = np.linalg.eigvals(jac).real
assert abs(mu.max() - rho) < 1e-5 and abs(mu.min() + rho) < 1e-5
print(f"phenalenyl, U={U}t: rho = {rho:.4f}; Jacobian eigenvalues from {mu.min():.4f} to {mu.max():.4f}")
kick = mf.n + 0.02 * rng.standard_normal((2, 13))
for alpha in (1.0, 0.5, 0.2):
    run = scf(phen, U, (7, 6), kick, alpha=alpha)
    rate = (run.hist[-1] / run.hist[-11]) ** 0.1
    assert run.ok and abs(rate - (1 - alpha * (1 - rho))) < 0.02
    print(f"  alpha={alpha}: {len(run.hist)} steps, factor measured {rate:.4f}, "
          f"predicted {1 - alpha * (1 - rho):.4f}")

# single-precision recursion suffices here: the energy error is quadratic in the residual
ed = Exact(phen, U, (7, 6))
e0, psi = ed.ground(ed.determinant(mf.orb, (7, 6)), np.float32, 1e-4, 60)
m_exact = ed.moments(psi)
del ed, psi
ed = Exact(phen, U, (7, 7))
e1 = ed.ground(ed.determinant(mf_anion.orb, (7, 7)), np.float32, 1e-4, 60)[0]
del ed
assert e0 < mf.E and e1 < mf_anion.E and abs(m_exact.sum() - 1) < 1e-6
print(f"  E mean field = {mf.E:.5f} t, exact = {e0:.5f} t")
degree = -phen.sum(axis=1)
kind = np.rint(-phen @ degree).astype(int)
for code, name in ((5, "alpha edge"), (4, "beta edge"), (7, "inner"), (9, "centre")):
    site = kind == code
    assert np.ptp(m_exact[site]) < 2e-3 and np.ptp(mf.m[site]) < 1e-6
    print(f"  moment, {name} ({site.sum()} sites): mean field {mf.m[site].mean():.4f}, "
          f"exact {m_exact[site].mean():.4f}")
print(f"  sum of |m_i|: mean field {abs(mf.m).sum():.4f}, exact {abs(m_exact).sum():.4f}")
gaps = (orbital_gap(mf, (7, 6)), 2 * mf_anion.E - U - 2 * mf.E, 2 * e1 - U - 2 * e0)
for name, gap in zip(("orbital", "mean-field energy difference", "exact"), gaps):
    print(f"  gap, {name}: {gap:.4f} t = {gap * T_EV:.3f} eV (t = {T_EV} eV)")

# ---------- three linked phenalenyls: metastable solutions ----------
beta = np.flatnonzero(kind == 4)
chain = np.kron(np.eye(3), phen)
for i, j in ((beta[0], 13 + beta[0]), (13 + beta[1], 26 + beta[0])):
    chain[i, j] = chain[j, i] = -1
found = {}
for pattern, ne in (("+-+", (20, 19)), ("++-", (20, 19)), ("+++", (21, 18))):
    seed = np.hstack([mf.n if s == "+" else mf.n[::-1] for s in pattern])
    sol = scf(chain, U, ne, seed)
    rho_c = stability(sol, U, ne)[0]
    unit_moment = sol.m.reshape(3, 13).sum(axis=1)
    assert sol.ok and rho_c < 1
    assert all((x > 0) == (s == "+") for x, s in zip(unit_moment, pattern))
    found[pattern] = sol.E
    print(f"chain {pattern}: E = {sol.E:.6f} t, E - E(+-+) = {1e3 * (sol.E - found['+-+']):.4f} "
          f"x 1e-3 t, rho = {rho_c:.4f}")
assert found["++-"] > found["+-+"]
energies = []
trials = 16
for _ in range(trials):
    spin = 0.4 * (rng.random(39) - 0.5)
    sol = scf(chain, U, (20, 19), [0.5 + spin, 0.5 - spin], maxit=600)
    if sol.ok:
        assert stability(sol, U, (20, 19))[0] < 1
        energies.append(sol.E)
assert energies
shift = np.array(energies) - found["+-+"]
print(f"random spin seeds: {len(energies)} of {trials} converged, "
      f"{np.sum(abs(shift) < 1e-7)} reached E(+-+)")
print(f"  distinct energies: {len(set(np.round(shift, 7)))}, lowest and highest relative to E(+-+): "
      f"{1e3 * shift.min():.4f} and {1e3 * shift.max():.4f} x 1e-3 t")
print("PASS")
```

Printed output:

```
4-site star, U=2t: exact E(2,2) = -2.340173 t, E(3,1) = -2.340173 t
benzene restricted, U=2.3t: rho = 0.9583, lowest curvature = 0.1848 t
benzene restricted, U=2.5t: rho = 1.0417, lowest curvature = -0.1856 t
naphthalene: U_c = 2.2021 t
  largest moment at 0.95 U_c: 9.8e-10, at 1.05 U_c: 0.2495
naphthalene, U=1.2t: E mean field = -10.68324 t, exact = -10.92052 t
  largest |m_i|: mean field 0.0000, exact 0.0000
  rms staggered moment per site: mean field 0.3162, exact 0.3582
  gap: orbital 1.2361 t, mean-field energy difference 1.2184 t, exact 1.2817 t
naphthalene, U=3.0t: E mean field = -6.50820 t, exact = -7.69232 t
  largest |m_i|: mean field 0.5921, exact 0.0000
  rms staggered moment per site: mean field 0.6115, exact 0.4357
  gap: orbital 2.1459 t, mean-field energy difference 1.7096 t, exact 1.5936 t
  U=3t, zero spin seed: E = -6.18324 t, rho = 1.3623; magnetic: rho = 0.6152
  charge seed, alpha=1: change after 1 step 2.4899, after 2 steps 1.4e-15
  charge seed, alpha=0.5: converged in 138 steps, E = -6.50820 t
phenalenyl, U=1.2t: rho = 0.4250; Jacobian eigenvalues from -0.4250 to 0.4250
  alpha=1.0: 24 steps, factor measured 0.4202, predicted 0.4250
  alpha=0.5: 56 steps, factor measured 0.7116, predicted 0.7125
  alpha=0.2: 152 steps, factor measured 0.8846, predicted 0.8850
  E mean field = -13.99261 t, exact = -14.27250 t
  moment, alpha edge (6 sites): mean field 0.2180, exact 0.2023
  moment, beta edge (3 sites): mean field -0.0632, exact -0.0427
  moment, inner (3 sites): mean field -0.0462, exact -0.0326
  moment, centre (1 sites): mean field 0.0202, exact 0.0123
  sum of |m_i|: mean field 1.6563, exact 1.4518
  gap, orbital: 0.2616 t = 0.706 eV (t = 2.7 eV)
  gap, mean-field energy difference: 0.2173 t = 0.587 eV (t = 2.7 eV)
  gap, exact: 0.2150 t = 0.581 eV (t = 2.7 eV)
chain +-+: E = -42.741680 t, E - E(+-+) = 0.0000 x 1e-3 t, rho = 0.4312
chain ++-: E = -42.736868 t, E - E(+-+) = 4.8121 x 1e-3 t, rho = 0.4327
chain +++: E = -42.732141 t, E - E(+-+) = 9.5390 x 1e-3 t, rho = 0.4341
random spin seeds: 16 of 16 converged, 6 reached E(+-+)
  distinct energies: 2, lowest and highest relative to E(+-+): -0.0000 and 4.8121 x 1e-3 t
PASS
```
